# Cubic Site Symmetry and the t2g–eg Splitting of Screened Ultrasoft D

## Definitions and conventions

Hartree atomic units are used, with potentials acting on electrons, so that a positive potential is repulsive. An ultrasoft pseudopotential at one site has real projectors \(\beta_i\), where \(i=(n,l,m)\) and \(n\) counts the projectors with the same \(l\). With smooth orbitals \(\psi_v\) and occupations \(f_v\), the density is

\[
n(\mathbf r)=\sum_v f_v\Big[|\psi_v(\mathbf r)|^2+\sum_{ij}Q_{ij}(\mathbf r)\langle\psi_v|\beta_i\rangle\langle\beta_j|\psi_v\rangle\Big].
\]

The augmentation function \(Q_{ij}=\phi_i\phi_j-\tilde\phi_i\tilde\phi_j\) restores the difference between all-electron partial waves \(\phi_i\) and smooth ones \(\tilde\phi_i\). It vanishes outside a sphere of radius \(r_c\).

The energy contains the kinetic term, the bare nonlocal term with coefficients \(D^0_{ij}\), and a functional of the density: \(\int V_{\rm loc}n\,d^3r+E_H[n]+E_{xc}[n]\). The functional derivative of this last part is \(V_{\rm eff}=V_{\rm loc}+V_H+V_{xc}\). When \(\psi_v^*\) is varied, the density changes through both terms in the bracket. The first gives \(V_{\rm eff}\psi_v\); the second gives \(\sum_{ij}|\beta_i\rangle\big(\int V_{\rm eff}Q_{ij}\,d^3r\big)\langle\beta_j|\psi_v\rangle\). Adding the bare term, the screened coefficients are

\[
D_{ij}=D^0_{ij}+\int V_{\rm eff}(\mathbf r)\,Q_{ij}(\mathbf r)\,d^3r .
\tag{1}
\]

Here \(V_{\rm eff}\) is a real, multiplicative potential and spin–orbit coupling is omitted. In a collinear spin-polarized calculation the argument applies to each spin separately. The bare coefficients come from a spherical atom, hence \(D^0_{ij}=D^{0,l}_{nn'}\delta_{ll'}\delta_{mm'}\).

Angular functions are real orthonormal harmonics \(Y_{lm}\). Let \(u_n\) and \(\tilde u_n\) be \(r\) times the radial parts of \(\phi\) and \(\tilde\phi\). The radial augmentation density is \(q_{nn'}=u_nu_{n'}-\tilde u_n\tilde u_{n'}\), which includes the volume factor \(r^2\). The angular expansion is

\[
Q_{ij}(\mathbf r)=\sum_{LM}G^{LM}_{lm,l'm'}\frac{q^L_{nl,n'l'}(r)}{r^2}Y_{LM}(\hat{\mathbf r}),\quad
G^{LM}_{lm,l'm'}=\int Y_{lm}Y_{l'm'}Y_{LM}\,d\Omega .
\tag{2}
\]

Before smoothing, \(q^L=q\) for every \(L\). The superscript allows each \(L\) component to be smoothed separately.

The site is taken to have symmetry \(O_h\), with the coordinate axes along its fourfold axes. This is a condition on the self-consistent \(V_{\rm eff}\), not merely on the nuclei: an orbitally ordered density on a cubic lattice can violate it. The statement to be shown is that the d–d block has one value for \(t_{2g}=\{xy,yz,xz\}\) and one for \(e_g=\{z^2,x^2-y^2\}\), for each pair \(n,n'\), and that

\[
D^{e_g}_{nn'}-D^{t_{2g}}_{nn'}=\frac{5}{\sqrt{84\pi}}\int_0^{r_c}V_4(r)\,q^4_{nn'}(r)\,dr ,
\tag{3}
\]

where \(V_4\) is the coefficient in \(V_{\rm eff}\) of the normalized cubic harmonic \(K_4\) constructed below.

## First derivation: Gaunt coefficients

Expand \(V_{\rm eff}=\sum_{LM}V_{LM}(r)Y_{LM}\) and insert this and (2) into (1). Orthonormality removes one of the two angular sums, and \(r^2dr\) cancels the \(1/r^2\):

\[
D_{ij}=D^0_{ij}+\sum_{LM}G^{LM}_{lm,l'm'}\int_0^{r_c}V_{LM}(r)\,q^L_{nl,n'l'}(r)\,dr .
\tag{4}
\]

The Gaunt coefficient vanishes unless \(|l-l'|\le L\le l+l'\) and \(l+l'+L\) is even. The first condition is angular-momentum addition; the second is parity. For d–d, \(L=0,2,4\) remain.

Symmetry now acts on the potential. Rotations and inversion do not mix different \(L\), so each \(L\) component must be invariant separately. The number of invariants is the trace of the group-average projector, which is the average character. A rotation by \(\alpha\) has \(\chi_L=\sum_{m=-L}^{L}\cos m\alpha\). For even \(L\), inversion changes nothing and the 24 proper rotations suffice. In the order identity, eight threefold, three twofold about the axes, six fourfold, six diagonal twofold,

\[
N_2=\frac{5+8(-1)+3(1)+6(-1)+6(1)}{24}=0,\quad
N_4=\frac{9+8(0)+3(1)+6(1)+6(1)}{24}=1 .
\]

There is therefore no \(L=2\) term and one \(L=4\) function. It can be written down: \(x^4+y^4+z^4-\tfrac35r^4\) is cubic, and its Laplacian is \(12r^2-\tfrac35\,20r^2=0\), so it is a pure \(L=4\) harmonic.

Its normalization needs averages over the unit sphere, denoted \(\langle\cdot\rangle\). For three independent Gaussian variables of unit variance, the moment of \(x^{2a}y^{2b}z^{2c}\) is \((2a-1)!!(2b-1)!!(2c-1)!!\). It is also the sphere average times the moment of \(r^{2k}\), \(k=a+b+c\), which is \((2k+1)!!\). Hence

\[
\langle x^{2a}y^{2b}z^{2c}\rangle=\frac{(2a-1)!!\,(2b-1)!!\,(2c-1)!!}{(2k+1)!!},\qquad(-1)!!=1 .
\]

With \(S=x^4+y^4+z^4\) on the unit sphere, \(\langle S\rangle=3/5\) and

\[
\langle(S-\tfrac35)^2\rangle=\frac39+\frac6{105}-\frac9{25}=\frac{16}{525}.
\]

The normalized function is thus

\[
K_4=\frac{1}{\sqrt{4\pi}}\frac{5\sqrt{21}}{4}\left(S-\frac35\right).
\tag{5}
\]

Next come its matrix elements between d harmonics. Since \(Y_{xy}^2=15x^2y^2/4\pi\), and an angular integral is \(4\pi\) times an average,

\[
15\langle x^2y^2(S-\tfrac35)\rangle
=15\left(\frac1{63}+\frac1{63}+\frac1{315}-\frac1{25}\right)=-\frac8{105}.
\]

Multiplication by the prefactor in (5) gives \(-2/\sqrt{84\pi}\). Permuting axes gives the same value for \(yz\) and \(xz\). For \(Y_{z^2}^2=5(3z^2-1)^2/16\pi\), the averages \(\langle z^4S\rangle=1/9+2/105=41/315\) and \(\langle z^2S\rangle=\langle S\rangle/3=1/5\) give

\[
\frac54\langle(9z^4-6z^2+1)(S-\tfrac35)\rangle
=\frac54\,9\left(\frac{41}{315}-\frac3{25}\right)=\frac4{35}.
\]

The terms in \(z^2\) and \(1\) have cancelled separately. The prefactor turns this into \(3/\sqrt{84\pi}\). The five diagonal elements sum to zero, because \(\sum_mY_{2m}^2=5/4\pi\) is constant and \(K_4\) has zero average. The element for \(x^2-y^2\) is therefore \([0-3(-2)-3]/\sqrt{84\pi}=3/\sqrt{84\pi}\) as well. Off-diagonal elements vanish: those involving a \(t_{2g}\) function are odd in some coordinate, and the one between \(z^2\) and \(x^2-y^2\) is odd under exchange of \(x\) and \(y\).

With \(G^{00}=\delta_{mm'}/\sqrt{4\pi}\), equation (4) becomes

\[
D^\Gamma_{nn'}=D^{0}_{nn'}+\frac1{\sqrt{4\pi}}\int V_{00}\,q^0_{nn'}dr+g_\Gamma\int V_4\,q^4_{nn'}dr,
\tag{6}
\]

with \(g_{t_{2g}}=-2/\sqrt{84\pi}\) and \(g_{e_g}=3/\sqrt{84\pi}\). The first two terms are independent of \(m\). Subtraction gives (3).

## Second derivation: invariance and a density difference

This route does not expand the potential. For fixed \(n,n'\), regard (1) as a bilinear form \(D[Y,Y']\) in two d harmonics. If a site operation is applied to both functions, a change of integration variable moves it onto \(V_{\rm eff}\), which is unchanged. The form is therefore invariant.

Reflection \(x\to-x\), and likewise for \(y\) and \(z\), removes every off-diagonal element involving a \(t_{2g}\) function. The threefold rotation permutes \(xy,yz,xz\), so their diagonal elements are equal. Exchange of \(x\) and \(y\) removes the element between \(z^2\) and \(x^2-y^2\). Finally, the threefold rotation carries \(Y_{z^2}\) into

\[
Y_{x^2}=-\tfrac12Y_{z^2}+\tfrac{\sqrt3}{2}Y_{x^2-y^2}.
\]

Invariance then requires \(D_{z^2}=\frac14D_{z^2}+\frac34D_{x^2-y^2}\), so the two \(e_g\) elements are equal.

Each value may now be replaced by the average over its set. Let \(s=x^2y^2+y^2z^2+z^2x^2\) on the unit sphere. The average \(t_{2g}\) angular density is

\[
\rho_t=\frac13\,\frac{15}{4\pi}s=\frac{5}{4\pi}s .
\]

Since all five densities sum to \(5/4\pi\), the average \(e_g\) density is

\[
\rho_e=\frac12\left(\frac5{4\pi}-\frac{15}{4\pi}s\right).
\]

Their difference is

\[
\rho_e-\rho_t=\frac{5}{8\pi}(1-3s-2s)=\frac5{8\pi}(1-5s).
\tag{7}
\]

From \((x^2+y^2+z^2)^2=1\) follows \(S=1-2s\), so (5) reads \(K_4=\frac{\sqrt{21}}{2\sqrt{4\pi}}(1-5s)\). Therefore

\[
\rho_e-\rho_t=\frac5{8\pi}\,\frac{2\sqrt{4\pi}}{\sqrt{21}}K_4=\frac5{\sqrt{84\pi}}K_4 .
\]

The density difference is purely \(L=4\), so even if the components of \(Q\) are smoothed separately, its radial factor is \(q^4/r^2\). Hence

\[
D^{e_g}_{nn'}-D^{t_{2g}}_{nn'}=\frac5{\sqrt{84\pi}}\int\frac{q^4_{nn'}(r)}{r^2}V_{\rm eff}(\mathbf r)K_4(\hat{\mathbf r})\,d^3r .
\]

The angular integral of \(V_{\rm eff}K_4\) is \(V_4(r)\), and (3) follows again. Physically, \(e_g\) density is concentrated along the axes and \(t_{2g}\) density between them; \(K_4\) measures the corresponding anisotropy of the potential.

## Neighbours as a source of \(V_4\)

Put repulsive centres \(Z/s\) at distance \(R>r_c\), where \(s\) now denotes distance from a centre. Inside the sphere the multipole expansion gives

\[
V_4(r)=\frac{4\pi Z}{9}\frac{r^4}{R^5}\sum_kK_4(\hat{\mathbf R}_k).
\]

On an axis \(K_4=\sqrt{21}/(2\sqrt{4\pi})\), so six octahedral neighbours sum to \(3\sqrt{21}/\sqrt{4\pi}\). Equation (3) becomes

\[
\Delta D_{nn'}=\frac{5}{\sqrt{21}\sqrt{4\pi}}\,\frac{4\pi Z}{9}\,\frac{3\sqrt{21}}{\sqrt{4\pi}}\,\frac{M_{4,nn'}}{R^5}
=\frac53\frac{ZM_{4,nn'}}{R^5},
\tag{8}
\]

where \(M_{4,nn'}=\int r^4q^4_{nn'}dr\). The sign of \(\Delta D\) is that of \(ZM_4\), and \(M_4\) can have either sign, depending on how the smooth waves are chosen. At a cube corner the invariant \(x^2y^2+y^2z^2+z^2x^2\) is \(1/3\), and \(K_4\) is \(-2/3\) of its axial value. Eight corners thus multiply (8) by \(8(-2/3)/6=-8/9\), and four tetrahedral corners by \(-4/9\).

For screened centres \(Ze^{-\kappa s}/s\), each angular component must be regular at the origin and decay at infinity. It is therefore \(c_L\,i_L(\kappa r)\tilde k_L(\kappa R)\) for \(r<R\), with modified spherical Bessel functions normalized by \(\tilde k_0(x)=e^{-x}/x\). The source \(-4\pi\delta(\mathbf r-\mathbf R)\) makes the radial derivative jump by \(-4\pi/R^2\). Since \(i_L\tilde k_L'-i_L'\tilde k_L=-1/x^2\), this fixes \(c_L=4\pi\kappa\). The same angular factors as in (8) then give

\[
\Delta D_{nn'}=15Z\kappa\,\tilde k_4(\kappa R)\int i_4(\kappa r)\,q^4_{nn'}(r)\,dr .
\tag{9}
\]

As \(\kappa\to0\), \(i_4(x)\to x^4/945\) and \(\tilde k_4(x)\to105/x^5\), which restores (8), since \(15\cdot105/945=5/3\).

## A worked model

The model has two d functions, \(u_1\propto r^3e^{-3r}\) and \(u_2\propto r^4e^{-3r}\), each normalized over all space. Inside \(r_c=2\) bohr their smooth partners are \(r^3\) times even polynomials, matched in value and two derivatives. The prescribed potential is a central well \(-4e^{-r^2}\) Ha (\(r\) in bohr) plus six screened neighbours with \(Z=2\), \(R=4\) bohr and \(\kappa=0.5\) bohr\(^{-1}\). It is not self-consistent, and \(u_1,u_2\) are not its eigenstates: the well binds no d level, since \(3/r^2-4e^{-r^2}>0\) for all \(r\). Its only anisotropy comes from the neighbours. In a self-consistent site the atom's own d density also contributes to \(V_4\) and can dominate: the Hartree potential of a \(t_{2g}^6\) shell in \(u_1\) alone gives \(\Delta D_{11}=-66.6\) mHa, about 25 times the neighbour term found below and of opposite sign. Only the integral in (1) is evaluated, since \(D^0\) cannot split the level.

For \(n=n'=1\) the \(L=4\) radial integral is 8.623 mHa, and (3) gives

\[
\Delta D_{11}=0.30779\times8.623\ \text{mHa}=2.654\ \text{mHa}=0.0722\ \text{eV}.
\]

Three-dimensional quadrature of \(V Q_{ij}\), without an angular expansion, gives \(-0.85565\) Ha for \(t_{2g}\) and \(-0.85299\) Ha for \(e_g\). Their difference agrees with (3) and (9) within the test tolerance, \(10^{-11}\) Ha plus \(10^{-5}\) of the value. The splittings for \(nn'=12\) and \(22\) are 2.408 and 2.124 mHa. Each irreducible representation thus carries a \(2\times2\) matrix in the projector index, not a single number.

Without screening, \(M_{4,11}=1.0498\) bohr\(^4\) gives

\[
\Delta D_{11}=\frac53\,\frac{2\times1.0498}{4^5}\ \text{Ha}=3.417\ \text{mHa}.
\]

The cube and tetrahedron give \(-3.038\) and \(-1.519\) mHa, in the derived ratios. Screening reduces the octahedral value by a factor of only 0.777, although \(e^{-\kappa R}=e^{-2}=0.135\). The reason is the polynomial in \(\tilde k_4(x)=e^{-x}(x^4+10x^3+45x^2+105x+105)/x^5\). At \(x=2\), its ratio to the Coulomb limit \(105/x^5\) is \(0.1353\times591/105=0.762\). The growth of \(i_4(x)\) above \(x^4/945\), by a factor \(1+x^2/22+\cdots\), accounts for the remaining increase.

The splitting of \(D\) is not yet an orbital-energy splitting. For a partial wave, \(\langle\beta_i|\tilde\phi_j\rangle=\delta_{ij}\). Its expectation value of the anisotropic potential, which omits any hybridization with the neighbours, is therefore the smooth expectation value plus the augmentation term, and by the definition of \(Q\) the two add to the all-electron expectation value. Within the sphere this reads \(3.813+2.654=6.467\) mHa, so \(D\) carries 41% of the splitting accumulated inside \(r_c\). The tail of the wave beyond \(r_c\), where smooth and all-electron functions coincide and \(V_4\) is still positive, adds to the smooth term and is not counted here, so the share of \(D\) in the full orbital splitting is smaller. That share depends on how the smooth wave is chosen. The overlap coefficients \(\int Q_{ij}d^3r\) contain only \(L=0\) and do not split d states.

Smoothing \(q^4\) inside 1.2 bohr while preserving \(M_4\) leaves (8) unchanged, because there \(V_4\propto r^4\). For the screened potential, \(V_4\) has another radial shape. With \(q^4\) replaced by a combination of \(r^6,r^8,r^{10}\) matched in value and slope, the splitting changes by 0.42 µHa, about \(1.6\times10^{-4}\) of its value; other moment-preserving forms at this radius give 0.2 to 0.9 µHa. The change is this small because the sources lie outside the sphere and \(V_4\) stays close to \(r^4\). For the on-site \(t_{2g}^6\) Hartree potential, held fixed, the same smoothing shifts \(\Delta D_{11}\) by 7.6 mHa, about 11% of its value.

## What fails when the symmetry is lowered

Move the two neighbours on the \(z\) axis out to 4.40 bohr. The site becomes tetragonal and an \(L=2\) term proportional to \(3z^2-1\) is allowed. Its averages in the d densities are

\[
15\langle y^2z^2(3z^2-1)\rangle=\tfrac27,\qquad
15\langle x^2y^2(3z^2-1)\rangle=-\tfrac47 .
\]

The function \(xz\) shares the first value. A 45° rotation about \(z\) gives \(x^2-y^2\) the second, and the zero trace leaves \(4/7\) for \(z^2\). The gaps \(D_{x^2-y^2}-D_{z^2}\) and \(D_{xy}-D_{yz}\) due to \(L=2\) must therefore stand as \((-8/7):(-6/7)=4:3\). The computed values are 5.080 and 3.810 mHa. They are positive because repulsion along \(z\) has weakened and because \(\int r^2q_{11}dr=0.747\) bohr\(^2\) is positive for this smooth wave. The second condition depends on the pseudization: the nodeless norm-conserving wave \(\tilde u_1+0.0230\,r^3(4-r^2)^3\) gives \(-2.235\) and \(-1.676\) mHa, and a cubic splitting of \(-2.149\) mHa.

The \(L=4\) parts are \(+0.312\) and \(-0.312\) mHa. Their sum vanishes for a reason that (7) suggests. With \(c=z^2\), and with \(yz\) replaced by the average of the degenerate pair \(yz,xz\), the density belonging to the sum of the two gaps is

\[
\frac5{16\pi}\left[3(1-c)^2-(3c-1)^2-6c(1-c)\right]=\frac5{16\pi}(2-6c),
\]

which has no \(L=4\) component. In this example a 10% displacement of two neighbours produces an \(L=2\) gap larger than the cubic splitting of \(D\) itself.

Tilting the whole cubic environment is different. The matrix becomes non-diagonal in the fixed harmonics, with elements up to 0.904 mHa after successive rotations by 0.4, 0.7 and 0.2 rad about the fixed \(z\), \(y\) and \(x\) axes, and 1.327 mHa, half the splitting, after a 22.5° rotation about \(z\), but its eigenvalues retain the threefold and twofold degeneracies.

## What each derivation assumes

Both derivations need a multiplicative potential and augmentation functions that rotate like products of d harmonics. They use the cubic symmetry at different points.

The first uses it to remove components of \(V_{\rm eff}\). Equation (4) itself needs no site symmetry and applies to any \(l,l'\). It therefore shows where the phrase "splitting from \(L=4\)" must be restricted. An f–f block also admits \(L=6\): in the model potential at \(r=1\) bohr, removing \(L=4\) still leaves an f-level spread of 0.076 mHa. A p–f block is coupled at an \(O_h\) site, since \(L=4\) is allowed there by both parity and angular-momentum addition. At a \(T_d\) site the invariant \(xyz\), with \(L=3\), couples p to the d functions of \(t_2\) type. It has the wrong parity for d–d, so (3) survives for that block.

The second derivation uses symmetry to equate individual coefficients with averages. Equation (7) is an identity of the harmonics and requires no symmetry of the potential. Hence, for any \(V_{\rm eff}\), the mean of the two \(e_g\)-type diagonal elements minus the mean of the three \(t_{2g}\)-type elements is given by the right-hand side of (3), with \(V_4\) the projection of the potential on \(K_4\). In a distorted site that formula still gives the separation of the two averages, but no longer the separate levels. The first derivation supplies those through the additional \(V_{LM}\).

The numerical output below lists the values and their units.

## Numbers as computed

```
Neighbour strength Z = 2.0, distance R = 4.0 bohr
Screening kappa = 0.5 1/bohr, central well depth = 4.0 Ha
Decay = 3.0 1/bohr, r_c = 2.0 bohr, r_inner = 1.2 bohr
Invariants for L=0..6, O_h: [1, 0, 0, 0, 1, 0, 1]
Invariants for L=0..6, T_d: [1, 0, 0, 1, 1, 0, 1]
K4 matrix element t2g = -0.123116, eg = 0.184674
Angular factor 5/sqrt(84 pi) = 0.307791
n n'=11: charge of q = 0.708152 electrons
n n'=11: M4 = 1.049826 bohr^4, I4 = 8.623029 mHa
n n'=11: integral part of D, t2g = -0.8556476 Ha
n n'=11: integral part of D, eg  = -0.8529936 Ha
n n'=11: D_eg - D_t2g = 2.654088 mHa
n n'=12: charge of q = 0.514124 electrons
n n'=12: M4 = 0.951312 bohr^4, I4 = 7.822744 mHa
n n'=12: integral part of D, t2g = -0.5094944 Ha
n n'=12: integral part of D, eg  = -0.5070866 Ha
n n'=12: D_eg - D_t2g = 2.407768 mHa
n n'=22: charge of q = 0.380012 electrons
n n'=22: M4 = 0.838354 bohr^4, I4 = 6.900748 mHa
n n'=22: integral part of D, t2g = -0.3109172 Ha
n n'=22: integral part of D, eg  = -0.3087932 Ha
n n'=22: D_eg - D_t2g = 2.123986 mHa
Main splitting (11) in eV = 0.072221 eV
Unscreened splitting (11), octahedron = 3.417404 mHa
Unscreened splitting (11), cube = -3.037692 mHa
Unscreened splitting (11), tetrahedron = -1.518846 mHa
Smooth part of splitting (11) = 3.813218 mHa
All-electron splitting in sphere (11) = 6.467306 mHa
Tilted axes: largest off-diagonal D (11) = 0.904450 mHa
Tetragonal site: axial distance = 4.40 bohr
Tetragonal D(x2-y2)-D(z2), L=2 part = 5.079805 mHa
Tetragonal D(xy)-D(yz), L=2 part = 3.809853 mHa
Tetragonal D(x2-y2)-D(z2), L=4 part = 0.312340 mHa
Tetragonal D(xy)-D(yz), L=4 part = -0.312340 mHa
Change of splitting by smoothing q, screened = 0.416962 microHa
Coulomb change below 1e-13 Ha: True
Largest p-d angular coupling at r=1 bohr, T_d = 4.059861 mHa
Largest p-f angular coupling at r=1 bohr, O_h = 1.532383 mHa
f spread at r=1 bohr without L=4, O_h = 0.075616 mHa
```
